# A spin-1 defect in axial and tilted magnetic fields: verification in Python

```python
"""Spin-1 levels in a magnetic field: crossing, anticrossing and mixing.

H = D Sz^2 + E (Sx^2 - Sy^2) + b.S   (frequency units, GHz)
D, E : axial and transverse zero-field splitting
b    : gamma * B, with gamma = g mu_B / h for the free-electron g
Result under test: with an axial field the m=0 level truly crosses the lower
+1/-1 level at bz = sqrt(D^2 - E^2), even if E is not zero. A small transverse
field b_perp at azimuth phi opens the gap
    sqrt(2) b_perp sqrt(1 - (E/D) cos 2 phi).
Also tested: closed-form levels, state weights, and small-tilt formulas.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

# Spin matrices from the ladder operator, basis order m = +1, 0, -1
m_values = [1, 0, -1]
raising = np.zeros((3, 3))
for col, m in enumerate(m_values):
    for row, m_new in enumerate(m_values):
        if m_new == m + 1:
            raising[row, col] = np.sqrt(2 - m * (m + 1))
Sx = (raising + raising.T) / 2
Sy = (raising - raising.T) / 2j
Sz = np.diag([1.0, 0.0, -1.0])
assert np.allclose(Sx @ Sy - Sy @ Sx, 1j * Sz)

D = 2.87          # GHz
E_example = 0.005  # GHz
g_factor = abs(const.physical_constants["electron g factor"][0])
mu_B = const.physical_constants["Bohr magneton"][0]
gamma = g_factor * mu_B / const.h * 1e-12   # GHz per mT


def hamiltonian(bz, b_perp=0.0, phi=0.0, E=0.0):
    return (D * Sz @ Sz + E * (Sx @ Sx - Sy @ Sy) + bz * Sz
            + b_perp * (np.cos(phi) * Sx + np.sin(phi) * Sy))


def levels(*args, **kwargs):
    return np.linalg.eigvalsh(hamiltonian(*args, **kwargs))


def weights(*args, **kwargs):
    """Rows: m = +1, 0, -1; columns: states in rising energy."""
    return abs(np.linalg.eigh(hamiltonian(*args, **kwargs))[1]) ** 2


def lower_gap(*args, **kwargs):
    e = levels(*args, **kwargs)
    return e[1] - e[0]


def minimum_gap(gap_of_b):
    res = minimize_scalar(gap_of_b, bounds=(0.8 * D, 1.2 * D),
                          method="bounded", options={"xatol": 1e-10})
    assert res.success
    return res.x, res.fun


# Symbolic characteristic polynomial from ladder-built matrices
lam, d, e, x, y, z = sp.symbols("lam d e x y z", real=True)
up = sp.zeros(3)
for col, m in enumerate(m_values):
    for row, m_new in enumerate(m_values):
        if m_new == m + 1:
            up[row, col] = sp.sqrt(2 - m * (m + 1))
sx, sy, sz = (up + up.T) / 2, (up - up.T) / (2 * sp.I), sp.diag(1, 0, -1)
h_sym = d * sz**2 + e * (sx**2 - sy**2) + x * sx + y * sy + z * sz
determinant = (lam * sp.eye(3) - h_sym).det()
polynomial = (lam * ((lam - d)**2 - z**2 - e**2)
              - (x**2 + y**2) * (lam - d) - e * (x**2 - y**2))
assert sp.expand(determinant - polynomial) == 0


def cosine_levels(bz, bp, phi, E):
    b2 = bz**2 + bp**2
    p = D**2 / 3 + b2 + E**2
    q = (-2 * D**3 / 27 + 2 * D * (b2 + E**2) / 3 - D * bp**2
         + E * bp**2 * np.cos(2 * phi))
    angle = np.arccos(q / 2 * (3 / p)**1.5) / 3
    k = np.array([2, 1, 0])
    return 2 * D / 3 + 2 * np.sqrt(p / 3) * np.cos(angle - 2 * np.pi * k / 3)


# Closed-form levels and m=0 weights against diagonalization
for bz, bp, phi, E in [(0.4, 0.7, 0.3, 0.2), (2.8, 0.5, 1.1, 0.3),
                       (4.0, 1.5, 2.0, 0.1), (1.0, 3.0, 0.0, 0.0)]:
    exact = levels(bz, bp, phi, E)
    assert np.allclose(cosine_levels(bz, bp, phi, E), exact, atol=1e-10)
    slope = 3 * exact**2 - 4 * D * exact + D**2 - bz**2 - bp**2 - E**2
    w0 = ((exact - D)**2 - bz**2 - E**2) / slope
    assert np.allclose(w0, weights(bz, bp, phi, E)[1], atol=1e-10)

# Axial field: levels, mixing by E, and protected crossing
half_turn = np.diag(np.exp(1j * np.pi * np.diag(Sz)))
for E in (E_example, 0.3):
    for bz in (0.0, 0.01, 0.5, 4.0):
        root = np.hypot(bz, E)
        assert np.allclose(levels(bz, E=E), sorted([0, D - root, D + root]))
        w = weights(bz, E=E)
        lower_mixed = 0 if D - root < 0 else 1
        assert abs(w[0, lower_mixed] - (1 - bz / root) / 2) < 1e-10
    assert lower_gap(np.sqrt(D**2 - E**2), E=E) < 1e-12
    h_axial = hamiltonian(1.0, E=E)
    assert np.allclose(half_turn @ h_axial, h_axial @ half_turn)
h_tilted = hamiltonian(1.0, 0.1)
assert not np.allclose(half_turn @ h_tilted, h_tilted @ half_turn)

# Gap opened by a transverse field, including its dependence on azimuth
for phi in (0.0, np.pi / 4, 1.2, np.pi / 2):
    bp, E = 0.002, 0.3
    gap = minimum_gap(lambda b: lower_gap(b, bp, phi, E))[1]
    predicted = np.sqrt(2) * bp * np.sqrt(1 - E / D * np.cos(2 * phi))
    assert abs(gap / predicted - 1) < 1e-5

# Fixed transverse field: shift of minimum, state weights, Lorentzian width
b_test = 0.05
b_min = minimum_gap(lambda b: lower_gap(b, b_test))[0]
assert abs((b_min - D) / (b_test**2 / (4 * D)) - 1) < 0.01
B_perp = 0.5   # mT
bp = gamma * B_perp
for offset in np.array([-4, -1.5, 0, 1, 3]) * bp:
    detuning = -offset + bp**2 / (4 * D)
    p0 = (1 + detuning / np.sqrt(detuning**2 + 2 * bp**2)) / 2
    assert abs(weights(D + offset, bp)[1, 0] - p0) < 2e-5
for side in (-1, 1):
    p0 = weights(D + bp**2 / (4 * D) + side * np.sqrt(2) * bp, bp)[1, 0]
    assert abs(4 * p0 * (1 - p0) - 0.5) < 1e-4


def tilted_results(alpha, E=0.0, phi=0.0):
    def parts(b):
        return b * np.cos(alpha), b * np.sin(alpha), phi, E

    def weight_difference(b):
        w = weights(*parts(b))[1]
        return w[0] - w[1]
    b_gap, gap = minimum_gap(lambda b: lower_gap(*parts(b)))
    b_equal = brentq(weight_difference, 0.8 * D, 1.3 * D, xtol=1e-12)
    return b_gap, gap, b_equal, weights(*parts(b_gap))[1, 0]


# Fixed small tilt: minimum gap and equal mixing occur at different fields
alpha = np.radians(1.0)
b_gap, gap, b_equal, p0 = tilted_results(alpha)
assert abs((1 - b_gap / D) / (1.25 * alpha**2) - 1) < 0.01
assert abs((b_equal / D - 1) / (0.75 * alpha**2) - 1) < 0.01
assert abs(gap / (np.sqrt(2) * D * alpha) - 1) < alpha**2
assert abs(p0 - (1 + np.sqrt(2) * alpha) / 2) < 2 * alpha**2

# Worked example
print(f"D = {D:.3f} GHz, E = {E_example*1e3:.1f} MHz")
print(f"g = {g_factor:.5f}, gamma = {gamma*1e3:.4f} MHz/mT")
print(f"axial crossing, E=0: {D/gamma:.5f} mT")
B_cross_E = np.sqrt(D**2 - E_example**2) / gamma
print(f"axial crossing, E=5 MHz: {B_cross_E:.5f} mT")
print("Axial levels for E=0 (GHz), rising energy:")
for B in (0, 50, 100, 150):
    print(f" B={B:3d} mT:", " ".join(f"{v:9.5f}" for v in levels(gamma * B)))
zero = levels(0.0, E=E_example)
print(f"zero-field splitting of upper pair: {(zero[2]-zero[1])*1e3:.3f} MHz")
print("Weight of m=+1 in lower mixed state, axial field, E=5 MHz:")
for B in (0.0, 0.1, 1.0, 10.0, 100.0):
    print(f" B={B:5.1f} mT: {weights(gamma*B, E=E_example)[0, 1]:.3e}")
print(f"Fixed transverse field {B_perp:.1f} mT, E=0:")
b_min, gap = minimum_gap(lambda b: lower_gap(b, bp))
print(f" gamma*B_perp = {bp*1e3:.4f} MHz")
print(f" minimum gap, numerical: {gap*1e3:.4f} MHz")
print(f" minimum gap, formula: {np.sqrt(2)*bp*1e3:.4f} MHz")
print(f" axial field at minimum: {b_min/gamma:.4f} mT")
print(f" Lorentzian half width: {np.sqrt(2)*B_perp:.4f} mT")
print(" m=0 weight of lowest state; offset from D/gamma:")
for offset in (-2.0, -0.5, 0.0, 0.5, 2.0):
    p0 = weights(D + gamma * offset, bp)[1, 0]
    print(f"  {offset:+.1f} mT: {p0:.4f}")
print("Fixed tilt, E=0 (numerical | small-angle formula):")
for degrees in (1, 5, 10):
    a = np.radians(degrees)
    b_gap, gap, b_equal, p0 = tilted_results(a)
    print(f" tilt {degrees} deg:")
    print(f"  minimum gap: {gap*1e3:.3f} | {np.sqrt(2)*D*a*1e3:.3f} MHz")
    print(f"  field at minimum: {b_gap/gamma:.3f} |"
          f" {D*(1-1.25*a*a)/gamma:.3f} mT")
    print(f"  equal-mixing field: {b_equal/gamma:.3f} |"
          f" {D*(1+0.75*a*a)/gamma:.3f} mT")
    print(f"  m=0 weight at minimum, lowest state: {p0:.4f} |"
          f" {(1+np.sqrt(2)*a)/2:.4f}")
print("Tilt 1 deg with E=5 MHz, minimum gap (numerical | formula):")
for name, phi in (("x", 0.0), ("y", np.pi / 2)):
    gap = tilted_results(alpha, E_example, phi)[1]
    formula = np.sqrt(2) * D * alpha * np.sqrt(
        1 - E_example / D * np.cos(2 * phi))
    print(f" towards {name}: {gap*1e3:.3f} | {formula*1e3:.3f} MHz")
print("no test failed")
```

Output:

```
D = 2.870 GHz, E = 5.0 MHz
g = 2.00232, gamma = 28.0250 MHz/mT
axial crossing, E=0: 102.40874 mT
axial crossing, E=5 MHz: 102.40859 mT
Axial levels for E=0 (GHz), rising energy:
 B=  0 mT:   0.00000   2.87000   2.87000
 B= 50 mT:   0.00000   1.46875   4.27125
 B=100 mT:   0.00000   0.06750   5.67250
 B=150 mT:  -1.33374   0.00000   7.07374
zero-field splitting of upper pair: 10.000 MHz
Weight of m=+1 in lower mixed state, axial field, E=5 MHz:
 B=  0.0 mT: 5.000e-01
 B=  0.1 mT: 2.555e-01
 B=  1.0 mT: 7.773e-03
 B= 10.0 mT: 7.956e-05
 B=100.0 mT: 7.958e-07
Fixed transverse field 0.5 mT, E=0:
 gamma*B_perp = 14.0125 MHz
 minimum gap, numerical: 19.8166 MHz
 minimum gap, formula: 19.8166 MHz
 axial field at minimum: 102.4094 mT
 Lorentzian half width: 0.7071 mT
 m=0 weight of lowest state; offset from D/gamma:
  -2.0 mT: 0.9714
  -0.5 mT: 0.7889
  +0.0 mT: 0.5004
  +0.5 mT: 0.2116
  +2.0 mT: 0.0286
Fixed tilt, E=0 (numerical | small-angle formula):
 tilt 1 deg:
  minimum gap: 70.829 | 70.839 MHz
  field at minimum: 102.370 | 102.370 mT
  equal-mixing field: 102.432 | 102.432 mT
  m=0 weight at minimum, lowest state: 0.5123 | 0.5123
 tilt 5 deg:
  minimum gap: 352.907 | 354.197 MHz
  field at minimum: 101.437 | 101.434 mT
  equal-mixing field: 102.998 | 102.994 mT
  m=0 weight at minimum, lowest state: 0.5610 | 0.5617
 tilt 10 deg:
  minimum gap: 698.150 | 708.393 MHz
  field at minimum: 98.564 | 98.509 mT
  equal-mixing field: 104.813 | 104.748 mT
  m=0 weight at minimum, lowest state: 0.6198 | 0.6234
Tilt 1 deg with E=5 MHz, minimum gap (numerical | formula):
 towards x: 70.767 | 70.778 MHz
 towards y: 70.891 | 70.901 MHz
no test failed
```
